Maximum oxygen-limited thinning of copper under a thin water film

**Problem**

A wafer fully covered with copper is left wet after polishing and rinsing. A uniform, still water film 10 micrometres thick separates the metal from air at 25 °C. The water contains no added oxidant. Oxygen dissolves at the outer face of the film, diffuses to the copper and is reduced there to hydroxide. All the copper leaves the metal as the divalent ion.

(a) Find the largest steady thinning rate that oxygen diffusion permits, and the time to lose 100 nm.

(b) Find how much extra copper is lost at the start, when the whole film is saturated with oxygen.

(c) Determine how the result changes if the surface reaction is slow, if the air above the film resists oxygen transport, or if dissolved monovalent copper reacts with oxygen inside the film.

(d) Decide whether the dissolved copper can remain in plain water.

Use these rough typical inputs: oxygen diffusion coefficient in water D = 2.0 × 10⁹ nm²/s, Henry constant 1.711 × 10⁻³ mol/(m³ Torr), water vapour pressure 24 Torr, oxygen fraction of dry air 0.21, and copper lattice parameter 3.61 Å.

**Solution**

**Conventions and the atom balance**

Let x be the distance from the metal, d the film thickness, n(x,t) the number of oxygen molecules per volume, and c its value in water saturated with air. The oxygen flux J towards the metal is counted as positive. Counting particles instead of moles makes the algebra short: in atomic units the electron charge has magnitude 1, so a current density is a number of electrons per area and time.

Each oxygen molecule takes up four electrons,

O₂ + 2H₂O + 4e⁻ → 4OH⁻,

and each copper atom supplies two,

Cu → Cu²⁺ + 2e⁻.

No external current flows, so the electrons must balance. Doubling the second reaction and adding the first gives

2Cu + O₂ + 2H₂O → 2Cu²⁺ + 4OH⁻.

Two copper atoms are lost per oxygen molecule. If copper left as Cu⁺, each atom would supply one electron and four atoms would be lost. The charge of the departing ion is therefore part of the question, and not a detail.

**(a) The steady rate**

Without flow across the film, the flux towards the metal is J = D ∂n/∂x. In a steady state oxygen accumulates nowhere, so J is the same at every x and

d²n/dx² = 0.

The profile is a straight line. The outer face is in equilibrium with air, so n(d) = c. The largest flux arises when the metal consumes oxygen as fast as it arrives, so n(0) = 0. Hence

n(x) = c x/d,

J = D c/d.

Let Ω be the volume per copper atom. The metal recedes by the volume removed per area and time:

v = 2 Ω J = 2 Ω D c/d.

The corrosion current density is 4J, since four electrons pass per oxygen molecule.

The oxygen pressure follows after removing water vapour from the total pressure:

p = 0.21 × (760 − 24) Torr = 154.6 Torr.

Henry's law gives the dissolved concentration

1.711 × 10⁻³ × 154.6 = 0.264 mol/m³,

which corresponds to c = 1.592 × 10⁻⁴ nm⁻³. The cubic cell of copper holds four atoms, so

Ω = (0.361 nm)³/4 = 0.01176 nm³.

The volume calculated from the density of copper is 0.01178 nm³, in agreement. With d = 10⁴ nm,

J = (2.0 × 10⁹ × 1.592 × 10⁻⁴)/10⁴ = 31.84 nm⁻² s⁻¹,

v = 2 × 0.01176 × 31.84 = 0.749 nm/s.

The estimate is thus about 0.75 nm/s. In another common unit it is about 24 mm/year, a conversion that does not imply that such a film would survive for a year. The current density is about 2.0 mA/cm². At this rate 100 nm of copper is lost in

100/0.749 ≈ 134 s.

This time assumes that the film keeps its thickness, which requires air nearly saturated with water vapour. In drier air evaporation matters: below a still air layer 5 mm thick at 50 % relative humidity, a film held at 25 °C would dry in roughly 3 minutes. On a free-standing wafer, evaporative cooling lowers the temperature by several kelvin and stretches this to roughly 5 to 7 minutes. While it thins, the diffusion ceiling rises.

The rate varies as 1/d: at the same oxygen concentration, a film ten times thicker would allow 0.075 nm/s. The opposite limit, a very thin film, needs the surface reaction and is treated in part (c).

**(b) The start from a saturated film**

At t = 0 the concentration is c throughout the film, and the metal then begins to consume oxygen. Write the concentration as the steady profile plus a remainder,

n(x,t) = c x/d + q(x,t).

The remainder obeys ∂q/∂t = D ∂²q/∂x². It vanishes at both faces and starts as q(x,0) = c(1 − x/d). Functions that vanish at both faces can be expanded in sin(jπx/d), with j = 1, 2, 3, and so on. With s = x/d, the coefficients are

b_j = 2c ∫₀¹ (1 − s) sin(jπs) ds = 2c/(jπ).

The integral follows by parts: the boundary term gives 1/(jπ), and the remaining integral of the cosine vanishes. Each term decays at its own rate:

q(x,t) = Σ_j [2c/(jπ)] sin(jπx/d) exp(−j²t/τ),

τ = d²/(π²D).

Differentiating at x = 0 and adding the steady part gives the flux into the metal,

J(t) = (D c/d) [1 + 2 Σ_j exp(−j²t/τ)].

Every term in the sum is positive. The early flux therefore exceeds the steady one, and the word "maximum" in part (a) refers to the steady state. The excess is short-lived, because the slowest term has

τ = 5.07 ms.

Integrating the excess over all time, with Σ_j 1/j² = π²/6, gives the extra oxygen taken up per area:

(D c/d) × 2τ × π²/6 = (D c/d) × d²/(3D) = c d/3.

The extra copper loss is

2 Ω c d/3 = 2 × 0.01176 × 1.592 × 10⁻⁴ × 10⁴/3 ≈ 0.0125 nm.

A direct numerical solution of the time-dependent diffusion equation also gives 0.0125 nm. This is far less than one atomic layer and can be ignored beside a loss of 100 nm.

**(c) Three changes to the transport model**

*Slow surface reaction and resistance in the air.* Suppose the metal consumes oxygen at the rate k n(0), where k is a surface rate constant. Let a still air layer of thickness d_g lie above the film, with oxygen diffusion coefficient D_g. The oxygen density is g_b outside this layer and g_i at the water. Equilibrium at the water surface requires n(d) = H g_i, where H is the ratio of dissolved to gaseous concentration. The saturated value is c = H g_b.

The same steady flux crosses all three stages:

J = k n(0),

J = (D/d)[n(d) − n(0)],

J = (D_g/d_g)(g_b − g_i).

Solve each for its concentration difference, multiplying the last by H:

n(0) = J/k,

n(d) − n(0) = J d/D,

c − n(d) = J H d_g/D_g.

Adding them removes the unknown concentrations:

c = J(1/k + d/D + H d_g/D_g),

J = c/(1/k + d/D + H d_g/D_g).

Each added resistance is positive and lowers J. This is the sense in which D c/d is a maximum for given D, c and d.

For a rough still air layer of 5 × 10⁶ nm, with D_g = 2 × 10¹³ nm²/s and H = 0.0318, the air resistance is 0.16 % of the film resistance. It can be neglected here.

The surface reaction may matter much more. Take k = 1.0 × 10⁵ nm/s as a round trial value, not a measured property of this copper surface. The film's transfer coefficient is D/d = 2.0 × 10⁵ nm/s, twice as large. Neglecting the air layer, the rate is multiplied by

(d/D)/(d/D + 1/k) = k/(k + D/d) = 1/3,

which leaves 0.250 nm/s. With this k, the film and the surface resist equally at d = D/k = 2 × 10⁴ nm. In thinner films the surface controls the rate. As d tends to zero, v no longer grows as 1/d but approaches

2 Ω k c ≈ 0.37 nm/s.

*Monovalent copper in the film.* Divalent copper can react with the metal to form Cu⁺, which diffuses outward and meets oxygen:

Cu²⁺ + Cu → 2Cu⁺,

4Cu⁺ + O₂ + 2H₂O → 4Cu²⁺ + 4OH⁻.

Some oxygen is then consumed before it reaches the metal. Its diffusion path is shorter, and the uptake from air can rise.

Let m(x) be the density of Cu⁺, D_m its diffusion coefficient and R the number of oxygen molecules consumed per volume and time. In a steady state with transport by diffusion across the film,

D d²n/dx² = R,

D_m d²m/dx² = 4R.

The factor 4 is the number of Cu⁺ ions oxidized per oxygen molecule. Subtracting one quarter of the second equation from the first removes R:

d²/dx² (D n − D_m m/4) = 0.

The bracket is therefore a straight line in x, whatever the reaction rate. At the metal n = 0 and m = m₀. At the air side n = c, and no Cu⁺ crosses into the air, so dm/dx = 0 there. The oxygen flux entering from the air is thus the slope of the bracket:

J = [D c − D_m m(d)/4 + D_m m₀/4]/d.

Since m(d) cannot be negative,

J ≤ (D c/d)(1 + r), with r = D_m m₀/(4 D c).

The upper limit is approached when the reaction is fast enough to consume all Cu⁺ before it reaches the outer face.

As a round trial case, take 1.0 mol/m³ of Cu⁺ at the metal and D_m = 1.0 × 10⁹ nm²/s. So high a concentration needs a complexing agent that stabilizes Cu⁺; in plain water most of it would turn back into Cu²⁺ and metal. Then

1 + r = 1 + (1.0 × 10⁹ × 1.0)/(4 × 2.0 × 10⁹ × 0.264) ≈ 1.47.

If all copper finally leaves the film as Cu²⁺, the overall balance is still two copper atoms per oxygen molecule. The thinning rate can then reach 1.10 nm/s. Numerical solutions with R = κ n m, written in molar concentrations, give a factor of 1.473 for κ of about 10⁸ L/(mol s) and 1.120 for about 9.5 × 10³ L/(mol s). At 10³ L/(mol s) the factor is only 1.016, and it tends to 1 as κ goes to zero. The bound of part (a) can therefore be exceeded when oxygen is also consumed inside the film.

**(d) Can the copper stay dissolved?**

At the steady rate, the reaction adds copper to the film at an average rate 2J/d per volume. Converted to moles this is

2J/d = 10.58 mol/(m³ s).

Compare this with the solubility of copper hydroxide. Its solubility product is taken as roughly 10⁻²⁰ (mol/L)³. The solution must be neutral, so, with concentrations in mol/L,

[OH⁻] = 2[Cu²⁺] + [H⁺].

Inserting [Cu²⁺] = 10⁻²⁰/[OH⁻]² and [H⁺] = 10⁻¹⁴/[OH⁻] gives one equation for [OH⁻]. Its solution corresponds to

[Cu²⁺] = 1.24 × 10⁻⁴ mol/m³.

At the steady rate, the film-average concentration would rise from zero to this value in

1.24 × 10⁻⁴/10.58 s ≈ 12 μs.

In a film that starts saturated with oxygen, the early uptake found in part (b) would make the time much shorter still, provided the surface reaction is fast enough to keep up with it. This estimate leaves out other dissolved copper species, carbonate and any delay in forming the solid. Equilibrium with the carbon dioxide of air can raise the solubility roughly a hundredfold, but even that would extend the time only to about 1 to 2 ms. A still film of plain water therefore cannot hold the dissolved copper for the 134 s found above. Solid products are expected, and a compact layer of them could slow the attack.

Sustained dissolution needs a way to keep copper in solution and to remove it. Suppose the liquid is renewed by uniform flow along the wafer and stays there for 1 s. It leaves with an average of about 10.6 mol/m³ of copper, and slightly more close to the metal, so a complexing agent or acid must hold at least that amount. In acid, the hydroxide formed is neutralized:

2Cu + O₂ + 4H⁺ → 2Cu²⁺ + 2H₂O.

The ratio of copper to oxygen is unchanged, but four H⁺ ions are used per oxygen molecule. That is about 21 mol/m³ of acid in 1 s. If each portion of liquid arrives saturated with oxygen, it brings the start-up loss of part (b) once: 0.0125 nm beside 0.75 nm, or about 1.7 %. Such flow along the surface therefore hardly changes the diffusion estimate as long as the liquid stays far longer than τ. For a stay of 0.1 s the addition is already about 17 %. Mixing across the film would bring oxygen to the metal faster and could exceed it.

**A few cases**

All rows use a film of 10 micrometres. Except where stated, the temperature is 25 °C and the surface reaction is fast.

| Case | Thinning rate (nm/s) |
|---|---:|
| Cu²⁺, four-electron oxygen reduction | 0.75 |
| Copper leaves as Cu⁺ | 1.50 |
| Oxygen reduced only to peroxide, Cu²⁺ | 0.37 |
| Trial surface constant, 10⁵ nm/s | 0.25 |
| Trial Cu⁺ shuttle, fast reaction | 1.10 |
| Film warmed by 10 K | 0.80 |

The second row follows from the doubled atom ratio and assumes that the Cu⁺ leaves without reacting with oxygen in the film. In the third, an oxygen molecule accepts two electrons instead of four, and the peroxide is assumed to leave without reacting further.

The last row holds film thickness and oxygen pressure fixed. Diffusion is given an activation energy of 0.19 eV, and dissolving oxygen an enthalpy of −0.14 eV, both rough. With Boltzmann's constant k_B, each quantity changes by the factor

exp[(E/k_B)(1/T₁ − 1/T₂)],

where T₁ = 298.15 K, T₂ = 308.15 K and E is the corresponding energy. Diffusion becomes faster by a factor of 1.271, while the dissolved concentration falls by a factor of 0.838. Their product is 1.065. The small excess over 1 is sensitive to the rough energies: empirical fits for oxygen solubility and water viscosity give factors near 0.86 and 1.28, a product near 1.10 and a rate near 0.83 nm/s. Either way the effect of warming is modest because the two changes partly cancel.

**Comparison with real wet copper**

A water film of micrometres to tens of micrometres is a plausible residue on a wafer, and a loss of 100 nm would be serious for thin copper wiring. The calculated rate is nevertheless a transport ceiling, not a prediction for every wet wafer. As a rough guide, copper exposed outdoors loses about a micrometre per year, more than ten thousand times less than the converted rate above. The two situations differ in wetting time, film thickness and surface condition, so that ratio cannot be assigned to one cause. The assumption most open to doubt is that bare copper consumes oxygen at the diffusion limit. The trial surface constant alone lowers the rate threefold, and oxide layers or inhibitors can lower it further. Residual polishing liquid containing hydrogen peroxide is outside the estimate, because it supplies a second oxidant.

A patterned wafer also needs a different area balance. Suppose copper covers a fraction f of the surface and the rest consumes no oxygen. The total uptake cannot exceed that of a fully absorbing surface, so the average loss over the copper is at most v/f. For f = 0.5 this ceiling is 1.5 nm/s. It is approached only when the pattern pitch is much smaller than the film thickness: stripes give about 1.35 nm/s at a pitch equal to d and about 0.88 nm/s at a pitch of 10 d. If oxygen is also reduced on another metal in electrical contact with the copper, the same total uptake can be concentrated on the copper area, provided the liquid can carry the ionic current between the two metals. In plain water the ohmic drop limits this coupling to a few micrometres at the current density of part (a). Pits can exceed the average in either case. The value 0.75 nm/s is therefore the ceiling for the average steady loss of a continuous copper surface under the conditions of part (a).

The numerical output below lists the inputs and intermediate values.

Numbers as computed

```
Temperature: 298.15 K
Film thickness: 10000 nm
Oxygen diffusion coefficient: 2.00e+09 nm2/s
Henry constant: 1.711e-03 mol/(m3 Torr)
Oxygen fraction of dry air: 0.21
Water vapour pressure: 24 Torr
Oxygen partial pressure: 154.6 Torr
Dissolved oxygen: 0.264 mol/m3
Oxygen number density: 1.592e-04 nm^-3
Copper lattice parameter: 3.61 angstrom
Volume per copper atom: 0.01176 nm3
Same volume from density: 0.01178 nm3
Copper atoms per O2, divalent: 2
Copper atoms per O2, monovalent: 4
Oxygen flux: 31.84 nm^-2 s^-1
Current density: 2.04 mA/cm2
Thinning rate: 0.749 nm/s
Thinning rate, converted: 23.6 mm/year
Time to lose 100 nm: 134 s
Slowest relaxation time: 5.07 ms
Extra start-up loss, formula: 0.0125 nm
Extra start-up loss, simulation: 0.0125 nm
Still air layer: 5.0e+06 nm
Oxygen diffusion coefficient in air: 2.0e+13 nm2/s
Liquid-to-gas oxygen ratio H: 0.0318
Air/film resistance: 0.16 %
Trial surface rate constant: 1.0e+05 nm/s
Film transfer coefficient D/d: 2.0e+05 nm/s
Rate factor with trial surface constant: 0.333
Rate with trial surface constant: 0.250 nm/s
Trial monovalent copper at metal: 1.0 mol/m3
Monovalent copper diffusion coefficient: 1.0e+09 nm2/s
Shuttle factor, fast-reaction formula: 1.473
Shuttle factor, numerical fast case: 1.473
Shuttle factor, numerical slow case: 1.120
Rate with fast shuttle: 1.103 nm/s
Copper loading of film: 10.58 mol/(m3 s)
Hydroxide solubility product: 1.0e-20 (mol/L)^3
Copper solubility from it: 1.24e-04 mol/m3
Film-average time to saturation: 11.7 us
Diffusion activation energy: 0.19 eV
Oxygen solution enthalpy: -0.14 eV
Diffusion factor for 10 K warming: 1.271
Solubility factor for 10 K warming: 0.838
Rate factor for 10 K warming: 1.065
```
